# The Runge-Lenz operator of the Coulomb problem: ordering, Hermiticity and conservation, part 2

The classical conserved vector of the Coulomb problem, \(\mathbf p\times\mathbf L-Z\hat{\mathbf r}\), becomes different operators according to the order of \(\mathbf p\) and \(\mathbf L\). The symmetrised one is \(\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\hat{\mathbf r}\). The unsymmetrised ones are \(\mathbf B=\mathbf p\times\mathbf L-Z\hat{\mathbf r}\) and \(\mathbf B'=-\mathbf L\times\mathbf p-Z\hat{\mathbf r}\).

Hartree atomic units are used, \(\hbar=m=1\), with a fixed point nucleus of charge \(Z\) at the origin and no spin or relativity. Here \(p_j=-i\partial_j\), \(L_i=\epsilon_{ijk}x_jp_k\), \(T=\tfrac12p^2\), \(H=T-Z/r\) and \(\hat r_i=x_i/r\). Repeated indices are summed, and cross products keep the order of their factors. The atomic unit of \(\mathbf A\) is \(m_eE_ha_0=\hbar^2/a_0\). Schwartz functions are smooth and decay, with all derivatives, faster than any power.

The orderings are related by

\[
\mathbf p\times\mathbf L+\mathbf L\times\mathbf p=2i\,\mathbf p, \tag{7}
\]
\[
\mathbf A=\mathbf p\times\mathbf L-i\mathbf p-Z\hat{\mathbf r},\qquad \mathbf B=\mathbf A+i\mathbf p,\qquad \mathbf B'=\mathbf A-i\mathbf p. \tag{8}
\]

In expanded form,

\[
(\mathbf p\times\mathbf L)_i=x_ip^2-(\mathbf r\cdot\mathbf p)p_i+2ip_i,\qquad
A_i=x_ip^2-(\mathbf r\cdot\mathbf p)p_i+ip_i-Z\frac{x_i}{r}. \tag{9}
\]

\(\mathbf A\) changes sign under inversion, so it connects only states whose \(l\) differ by an odd number. On Schwartz functions and between bound states,

\[
\mathbf A^\dagger=\mathbf A,\qquad \mathbf B^\dagger=\mathbf B',\qquad \mathbf B-\mathbf B^\dagger=2i\,\mathbf p. \tag{13}
\]

Outside a sphere of radius \(\varepsilon\), with \(n_k=x_k/r\),

\[
\langle\phi|p_kw\rangle_{r>\varepsilon}-\langle p_k\phi|w\rangle_{r>\varepsilon}=i\oint_{r=\varepsilon}\phi^*w\,n_k\,dS, \tag{14}
\]

while \(L_j\) moves across with no surface term. A bound state is a polynomial in \(x,y,z,r\) times \(e^{-Zr/n}\), and part 4 showed that \(\psi\), \(\nabla\psi\), \(\mathbf L\psi\) and \(x\,\partial\partial\psi\) are then bounded near the origin.

Parts 2, 3, 5 and 6 derived operator identities for \(r\neq0\), some for a general central potential \(V(r)\). Among them are \([L_i,V(r)]=0\), \(p_i=i[H,x_i]\) and

\[
[H,\mathbf A]=0\qquad(r\neq0), \tag{20}
\]
\[
[H,\mathbf B]=-Z\frac{\mathbf r}{r^3},\qquad [H,\mathbf B']=+Z\frac{\mathbf r}{r^3}. \tag{21}
\]

## 7. The origin

Equation (20) was derived for \(r\ne0\). It could hide a term concentrated at the nucleus, because \(\mathbf A\) contains second derivatives, \(H\) contains \(1/r\), and \(\nabla^2r^{-1}=-4\pi\delta^3(\mathbf r)\). The statement that includes the origin is the weak form: for Schwartz functions \(\phi,\psi\), which need not vanish at \(r=0\),

\[
\langle H\phi|A_i\psi\rangle=\langle A_i\phi|H\psi\rangle. \tag{23}
\]

Both integrands are at worst of order \(1/r\), hence integrable, and both sides are limits of integrals over \(r>\varepsilon\). In that region the left side is brought to \(\langle\phi|HA_i\psi\rangle\) and the right side to \(\langle\phi|A_iH\psi\rangle\), which agree point by point by (20). It remains to show that the surface terms vanish.

On the left, put \(u=A_i\psi\). Green's identity moves \(T\) from \(\phi\) to \(u\) at the cost of a surface term of magnitude \(\tfrac12\left|\oint(\phi^*\partial_ru-u\,\partial_r\phi^*)dS\right|\). Here \(u\) is a smooth function minus \(Z(x_i/r)\psi\). It is bounded, and so is \(\partial_ru\), because \(x_i/r\) does not depend on the radius. The term is of order \(\varepsilon^2\).

On the right, put \(w=H\psi\), a smooth function minus \(Z\psi/r\), and write the operator on \(\phi\) as \(A_i=-\epsilon_{ijk}L_jp_k+ip_i-Zx_i/r\), which is (8) rewritten with (7). In the first term \(L_j\) moves onto \(w\) with no surface term. Then \(p_k\) moves by (14) with surface integrand \(\phi^*L_jw\). Since \(L_j\) commutes with \(1/r\), the singular part of \(L_jw\) is \(-Z(L_j\psi)/r\), which is bounded because \(L_j\psi\) carries a factor \(x\). This term is of order \(\varepsilon^2\), and the volume term is \(-\epsilon_{ijk}p_kL_jw=(\mathbf p\times\mathbf L)_iw\). In the second term \(p_i\) moves with surface integrand \(\phi^*w\), at most of order \(1/\varepsilon\), so that the term is bounded by a constant times \(\varepsilon\), and the volume term is \(-ip_iw\). The third term is a multiplication. All surface terms vanish and (23) holds. A delta term would need the radial derivative of \(1/r\) on the small sphere, of order \(\varepsilon^{-2}\), and the structure \(\mathbf p\times\mathbf L\) never produces it, because \(\mathbf L\) differentiates along the sphere.

The same estimates apply to \(\mathbf B\), whose extra term \(ip_i\psi\) is smooth on the left and which lacks the term \(ip_i\) on the right. With (21), and \(x_i/r^3\) integrable at the origin,

\[
\langle H\phi|B_i\psi\rangle-\langle B_i^\dagger\phi|H\psi\rangle=-Z\,\langle\phi|\,x_i/r^3\,|\psi\rangle. \tag{24}
\]

Now let \(\psi\) be a bound state of energy \(E_n=-Z^2/2n^2\) and \(u=A_i\psi\). By (20), \((H-E_n)u=A_i(H-E_n)\psi=0\) for \(r\neq0\). By (9) and the bounds of part 4, \(u\) is bounded at the origin, and it decays exponentially. Expand \(u=\sum R_{lm}(r)Y_{lm}\). The sum is finite because the angular dependence of \(u\) is polynomial in \(x_j/r\). Projecting the equation on \(Y_{lm}\) shows that each \(R_{lm}\) solves the radial equation at energy \(E_n\). Near the origin the trial form \(r^s\) gives \(s(s+1)=l(l+1)\), so the two independent solutions begin as \(r^l\) and \(r^{-l-1}\). The second is unbounded for every \(l\ge0\) and is excluded. A regular solution that decays at energy \(E_n\) is a multiple of the bound radial function, or zero. Hence \(\mathbf A\) maps the shell \(n\) into itself, and \(\langle a|\mathbf A|b\rangle=0\) when \(E_a\ne E_b\).

## 8. The unsymmetrised operator between bound states

Let \(a,b\) be bound states. The function \(x_i\psi_b\) is bounded with bounded gradient, so \(H\) moves onto \(\psi_a\) with a Green surface term of order \(\varepsilon^2\), and \(p_i=i[H,x_i]\) gives \(\langle a|p_i|b\rangle=i(E_a-E_b)\langle a|x_i|b\rangle\). Inserting this in \(\mathbf B=\mathbf A+i\mathbf p\),

\[
\langle a|B_i|b\rangle=\langle a|A_i|b\rangle-(E_a-E_b)\langle a|x_i|b\rangle. \tag{25}
\]

Within a shell the second term is zero and the matrices of \(\mathbf B\) and \(\mathbf A\) coincide. Between shells the first term is zero, and the second is the antisymmetric factor \(E_a-E_b\) times a Hermitian matrix, so that these blocks of \(\mathbf B\) are anti-Hermitian.

A second expression follows from (21). The function \(u=B_i\psi_b=A_i\psi_b+\partial_i\psi_b\) is bounded and its gradient is at worst of order \(1/r\), so the Green surface term is bounded by a constant times \(\varepsilon\). For \(r\ne0\), \((H-E_b)B_i\psi_b=[H,B_i]\psi_b\). Taking the product with \(\psi_a\),

\[
(E_a-E_b)\langle a|B_i|b\rangle=-Z\,\langle a|\,x_i/r^3\,|b\rangle. \tag{26}
\]

For \(E_a=E_b\) this says that the Coulomb force has no matrix element inside a shell. A check of \([H,\mathbf B]\) on the states of one shell therefore returns zero, just as a check of Hermiticity does. The fault appears when \(\mathbf B\) is applied to a state and the result is not projected back on the shell, in elements between shells, and in products such as \(B_i^\dagger B_i\), where the intermediate function leaves the shell.

## 9. Worked example: the hydrogen atom

Take \(Z=1\), the non-relativistic hydrogen atom with an infinitely heavy point nucleus. The levels are \(E_1=-0.5\), \(E_2=-0.125\) and \(E_3=-0.055556\ E_h\), so \(E_2-E_1=0.375\ E_h=10.20\) eV and \(E_3-E_1=0.444444\ E_h\). Matrix elements of \(A_z\) and \(B_z\) are in \(\hbar^2/a_0\). The states are

\[
\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad \psi_{2s}=\frac{(1-r/2)\,e^{-r/2}}{\sqrt{8\pi}},\qquad \psi_{2p_0}=\frac{z\,e^{-r/2}}{\sqrt{32\pi}},
\]

and the signs of off-diagonal elements refer to these phases. The integrals below use \(\int\cos^2\theta\,d\Omega=4\pi/3\) and \(\int_0^\infty r^ke^{-\beta r}dr=k!/\beta^{k+1}\).

On an s state \(\mathbf L\psi=0\), so \(\mathbf p\times\mathbf L\) drops out of (8). With \(-ip_z=-\partial_z\) and \(\partial_z\psi=\psi'\cos\theta\),

\[
A_z\psi=-\cos\theta\,(\psi'+Z\psi),\qquad B_z\psi=-Z\cos\theta\,\psi. \tag{27}
\]

**The symmetrised operator.** For 1s, \(\psi'=-\psi\) and \(A_z\psi_{1s}=0\). This is forced, since \(A_z\psi_{1s}\) must lie in the shell \(n=1\) and have odd parity, and that shell has no odd state. For 2s, the derivative of \((1-r/2)e^{-r/2}\) is \((-1+r/4)e^{-r/2}\), so \(\psi'+\psi\propto-(r/4)e^{-r/2}\) and

\[
A_z\psi_{2s}=\frac{z\,e^{-r/2}}{4\sqrt{8\pi}}=\frac{2}{4}\,\frac{z\,e^{-r/2}}{\sqrt{32\pi}}=\tfrac12\,\psi_{2p_0}.
\]

The computed values are \(\langle2p_0|A_z|2s\rangle=\langle2s|A_z|2p_0\rangle=0.5\) and \(\|A_z\psi_{2s}\|^2=0.25=0.5^2\), so nothing is left outside \(2p_0\).

**The unsymmetrised operator inside the shell.** With \(\sqrt{8\pi\cdot32\pi}=16\pi\),

\[
\langle2p_0|B_z|2s\rangle=-\frac{1}{16\pi}\frac{4\pi}{3}\int_0^\infty r^3\Big(1-\frac r2\Big)e^{-r}dr=-\frac{1}{12}(6-12)=0.5,
\]

the same number as for \(A_z\). The dipole element \(\langle2p_0|z|2s\rangle=-3\) bohr is large, but in (25) it is multiplied by a zero energy difference. The force element in (26) is proportional to \(\int r(1-r/2)e^{-r}dr=1-1=0\), as (26) demands.

**The unsymmetrised operator between shells.** For the pair 1s, 2p\(_0\) the normalisation and angular factor is \((4\pi/3)/\sqrt{32\pi^2}=1/(3\sqrt2)\), and the exponent is \(\beta=3/2\). Directly from (27),

\[
\langle2p_0|B_z|1s\rangle=-\frac{1}{3\sqrt2}\,3!\Big(\frac23\Big)^4=-\frac{16\sqrt2}{81}=-0.279351 .
\]

The dipole element is \(\langle2p_0|z|1s\rangle=\frac{1}{3\sqrt2}4!\,(2/3)^5=128\sqrt2/243=0.744936\) bohr, and (25) gives \(-0.375\times0.744936=-0.279351\), in agreement. Exchanging the states reverses the sign of the energy difference, so \(\langle1s|B_z|2p_0\rangle=+0.279351\). A Hermitian operator would have equal values here. The difference has magnitude \(2\times0.279351=0.558702\), which is also the largest element of \(|B_z-B_z^\dagger|\) found among the 14 states with \(n\le3\). For \(A_z\) the corresponding largest element, and the largest element between shells, are each \(3.1\times10^{-15}\), against in-shell elements such as 0.5.

The commutator element is found in two ways. The left side of (26) is \(0.375\times(-0.279351)=-0.104757\ E_h\hbar^2/a_0\). The right side is

\[
-\langle2p_0|z/r^3|1s\rangle=-\frac{1}{3\sqrt2}\int_0^\infty r\,e^{-3r/2}dr=-\frac{1}{3\sqrt2}\cdot\frac49=-\frac{2\sqrt2}{27}=-0.104757 .
\]

**Where \(B_z\) sends the ground state.** By (27), \(\|B_z\psi_{1s}\|^2=\langle\cos^2\theta\rangle=0.333333\), while \(\|A_z\psi_{1s}\|^2=0\). None of \(B_z\psi_{1s}\) lies along 1s. The fraction of its squared norm in \(2p_0\) is \(0.279351^2/0.333333=0.2341\). For \(3p_0\), (25) gives \(-0.444444\times0.298311=-0.132583\) and a fraction \(0.132583^2/0.333333=0.0527\). The function is \(\cos\theta\) times a radial function, so it overlaps only with p\(_0\) states, and the remaining fraction \(1-0.2341-0.0527=0.713\) lies in p\(_0\) states with \(n\ge4\) and in the continuum.

The function \(-\cos\theta\,\psi_{1s}\) has no limit at the origin, since its value there depends on the direction of approach. By (21), \((H-E_1)B_z\psi_{1s}=-(z/r^3)\psi_{1s}\) for \(r\neq 0\). The square of this behaves as \(\cos^2\theta/r^4\), and \(\int r^2dr/r^4\) diverges at the lower limit. So \(H B_z\psi_{1s}\) is not square integrable, and \(B_z\) takes the ground state out of the domain of \(H\). The elements (26) remain finite because they contain only one power of \(z/r^3\).

## 10. Checks on functions that are not eigenstates

Hermiticity and the weak forms (23) and (24) were tested by quadrature on two normalised complex functions that are nonzero at the nucleus,

\[
\phi\propto(1+ix+\tfrac12yz)\,e^{-0.8|\mathbf r-(0.3,-0.2,0.4)|^2},\qquad
\psi\propto(1-\tfrac12z+iy)\,e^{-0.6|\mathbf r-(-0.1,0.3,-0.3)|^2},
\]

with lengths in bohr and model parameters that describe no physical state. For \(Z=1\) and the \(z\) component, \(\langle\phi|A\psi\rangle\) and \(\langle A\phi|\psi\rangle\) are both \(-0.043493-0.053970i\). For the unsymmetrised operator \(\langle\phi|B\psi\rangle=-0.375458-0.052476i\) and \(\langle B\phi|\psi\rangle=0.288472-0.055464i\). The real part of their difference is \(-0.375458-0.288472=-0.663930\) and the imaginary part is \(-0.052476+0.055464=0.002988\), which matches \(2i\langle\phi|p\psi\rangle=-0.663930+0.002989i\) up to rounding in the last digit, as (13) requires. Their mean is \(\langle\phi|A\psi\rangle\), with real part \((-0.375458+0.288472)/2=-0.043493\). Both sides of (23) are \(-0.021372-0.084876i\) in \(E_h\hbar^2/a_0\), so no contribution from the origin is seen, and both sides of (24) are \(0.043187-0.016760i\).

The numerical check asserts these equalities, except the one for the mean, which follows from (8) and the asserted difference, for all three components at \(Z=1\) and \(Z=3\), to an absolute tolerance of \(10^{-9}\). It also verifies 90 operator identities from parts 2, 3, 5 and 6 in exact algebra, by applying operators built from their definitions to \(e^{ax+by+cz}\) with symbolic \(a,b,c\). This fixes a differential operator completely, since each derivative term returns its coefficient times a distinct monomial in \(a,b,c\). The general-potential formulas are checked there for \(V=-Z/r+v_1r+v_2r^2+v_3/r^2\) with free coefficients. For the 14 bound states with \(n\le3\) it confirms, exactly in \(Z\), that \((H-E_n)A_i\psi=0\) with \(A_i\psi\) free of factors \(1/r\), and, by quadrature, equations (25) and (26).

## Values computed for the example and the checks

```
exact operator identities verified: 90
phi ~ (1+ix+yz/2)exp(-0.8|r-(0.3,-0.2,0.4)|^2), lengths in bohr
psi ~ (1-z/2+iy)exp(-0.6|r-(-0.1,0.3,-0.3)|^2), both normalised
Gaussians, Z=1, z component (A,B: hbar^2/a0; with H: Eh hbar^2/a0)
  <phi|A psi> = -0.043493-0.053970i
  <A phi|psi> = -0.043493-0.053970i
  <phi|B psi> = -0.375458-0.052476i
  <B phi|psi> = +0.288472-0.055464i
  2i<phi|p psi> = -0.663930+0.002989i
  <H phi|A psi> = -0.021372-0.084876i
  <A phi|H psi> = -0.021372-0.084876i
  <H phi|B psi>-<Bdag phi|H psi> = +0.043187-0.016760i
  -Z<phi|z/r^3|psi> = +0.043187-0.016760i
Hydrogen atom, Z = 1, 14 states with n <= 3
E1, E2, E3 = -0.500000, -0.125000, -0.055556 Eh
E2 - E1 = 0.375000 Eh = 10.2043 eV
E3 - E1 = 0.444444 Eh
<2p0|Az|2s> = 0.500000, <2p0|Bz|2s> = 0.500000 hbar^2/a0
<2s|Az|2p0> = 0.500000, <2s|Bz|2p0> = 0.500000 hbar^2/a0
<2p0|Az|1s> = 0.000000, <2p0|Bz|1s> = -0.279351 hbar^2/a0
<1s|Az|2p0> = 0.000000, <1s|Bz|2p0> = 0.279351 hbar^2/a0
<3p0|Az|1s> = 0.000000, <3p0|Bz|1s> = -0.132583 hbar^2/a0
<2p0|z|1s> = 0.744936 bohr
<3p0|z|1s> = 0.298311 bohr
<2p0|z|2s> = -3.000000 bohr
(E2-E1)<2p0|Bz|1s> = -0.104757 Eh hbar^2/a0
-Z<2p0|z/r^3|1s> = -0.104757 Eh hbar^2/a0
-Z<2p0|z/r^3|2s> = 0.000000 Eh hbar^2/a0
|Az 1s|^2 = 0.000000, |Az 2s|^2 = 0.250000 (hbar^2/a0)^2
|Bz 1s|^2 = 0.333333 (hbar^2/a0)^2
fraction of |Bz 1s|^2 in 1s = 0.000000
fraction of |Bz 1s|^2 in 2p0 = 0.234111
fraction of |Bz 1s|^2 in 3p0 = 0.052734
max |Az - Az^dagger| = 3.1e-15 hbar^2/a0
max |Az| between shells = 3.1e-15 hbar^2/a0
max |Bz - Bz^dagger| = 0.558702 hbar^2/a0
```
